# Transition-state theory as an upper bound to the classical escape rate

An adatom of mass $m$ hops along a row of equivalent surface sites with spacing $a$ and barrier $E_b$, at temperature $T$. An equilibrium flux through a surface at $x=\pm s$ depends on $m$, $a$, $E_b$, $kT$ and $s$, but not on the friction coefficient $\gamma$ (an inverse time), because friction does not enter the Boltzmann distribution. The only inverse time that $m$, $a$ and $kT$ can form as a product of powers is $\sqrt{kT/m}/a$. The transition-state rate and the true escape rate must therefore have the forms

$$k_{\rm TST}=\frac1a\sqrt{\frac{kT}{m}}\;\Phi\!\left(\frac{E_b}{kT},\frac sa\right),\qquad k=\kappa\,k_{\rm TST},\tag{1}$$

where the dimensionless $\kappa$ may also depend on $\gamma a\sqrt{m/kT}$. Dimensions do not limit the size of $\kappa$. Counting crossings shows that $\kappa\le1$.

## What is counted

Let the system be classical, ergodic and in thermal equilibrium, with continuous paths and finite velocities. Hamiltonian dynamics qualifies if it is ergodic, and so does Langevin dynamics with finite, nonzero friction. Let $A$ and $B$ be disjoint core sets of phase space, regions where the system counts as settled; $B$ may be the union of several cores. An escape is a path piece that leaves $A$ and reaches $B$ without returning to $A$. Let $J$ be the mean number of escapes per unit time.

Choose a region $D$ that contains $A$ and excludes $B$. Its boundary $S$ is the dividing surface, given by $s(x)=0$ with $s$ increasing outwards. During $dt$, a phase point with $\dot s>0$ crosses outwards if it starts with $-\dot s\,dt<s<0$. Integrating the equilibrium density $\rho$ over this layer and dividing by $dt$ gives the one-way flux

$$F_S=\int\rho\;\delta(s)\,\dot s\,\theta(\dot s)\,d\Gamma .\tag{2}$$

For one coordinate and one boundary point $x_S$, the Maxwell distribution gives

$$F_S=\rho(x_S)\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}dv=\rho(x_S)\sqrt{\frac{kT}{2\pi m}},\tag{3}$$

since the integral equals $kT/m$.

## The bound

Cut a long path into pieces, each running from one core visit to the next. Let a piece cross $S$ outwards $n_+$ times and inwards $n_-$ times. Since $A$ is inside $D$ and $B$ outside, the end points fix the difference:

$$n_+-n_-=\begin{cases}1&A\to B\\0&A\to A,\;B\to B\\-1&B\to A.\end{cases}\tag{4}$$

The flux $F_S$ is the sum of $n_+$ over all pieces, per unit time. For $A\to B$ pieces write $n_+=1+n_-$; the ones add up to $J$. Hence, with sums taken per unit time,

$$F_S-J=\sum_{A\to B}n_-+\sum_{A\to A}n_++\sum_{B\to B}n_++\sum_{B\to A}n_+\;\ge0 .\tag{5}$$

This holds for every surface that separates the cores. Only the first sum is repeated counting of successful escapes. The second counts failed excursions, and the last two count paths that came from another core. Equality requires that every outward crossing be the single crossing of an escape.

To obtain a rate, divide by a population. Let $P_A$ be the probability that the last core visited was $A$. In a long time $t$ there are $Jt$ departures, and the total time with label $A$ is $P_At=Jt\,\tau$, where $\tau$ is the mean time from entering $A$ to entering $B$. So

$$k\equiv\frac{J}{P_A}=\frac1\tau\;\le\;k_{\rm TST}\equiv\frac{F_S}{P_A}.\tag{6}$$

The inverse mean dwell time is the total escape rate that a kinetic Monte Carlo simulation needs, provided the system usually forgets how it entered a core long before it escapes.

Both sides of (6) must carry the same $P_A$. Suppose instead that $F_S$ is divided by the population $P_D$ of the region $D$, and that in some system $J=F_S$ and $P_D=P_A$ for a surface at the barrier top. Moving the surface outwards by $\delta x$ changes $F_S$ only at order $\delta x^2$, because $\rho$ is stationary there, while $P_D$ grows at order $\delta x$. The quotient $F_S/P_D$ then falls below $k$. The bound belongs to the flux, and passes to the rate only at fixed population.

## From crossings to the true rate

Take flux-weighted starting points on $S$, with normal speed $v$. Let $h_{\rm in}(v)$ and $h_{\rm out}(v)$ be the probabilities that a path started inwards or outwards reaches $A$ before any other core. In several dimensions they depend on the whole phase point, the inward start is the outward one with all velocities reversed, and the averages below run over all these variables. Let the cores be unchanged by reversal of velocities. Without magnetic fields, the Hamiltonian and Langevin dynamics named above are time-reversible in equilibrium, so the past of an outward crossing is distributed like the future of an inward start. Past and future are independent once position and velocity are given. An outward crossing thus lies on an escape with probability $h_{\rm in}(1-h_{\rm out})$, and an inward crossing with probability $h_{\rm out}(1-h_{\rm in})$. By (4), outward minus inward crossings count each escape once:

$$\kappa=\frac J{F_S}=\big\langle h_{\rm in}(1-h_{\rm out})-h_{\rm out}(1-h_{\rm in})\big\rangle=\langle h_{\rm in}-h_{\rm out}\rangle .\tag{7}$$

**Parabolic barrier with friction.** Near a barrier top at $x=0$, let $\dot v=\omega_b^2x-\gamma v+\xi$, where the white noise $\xi$ has strength $2\gamma kT/m$. Put $z=v+\mu x$. Then

$$\dot z=(\mu-\gamma)v+\omega_b^2x+\xi=\lambda z+\xi,\qquad\lambda=\mu-\gamma,\quad\lambda\mu=\omega_b^2,\tag{8}$$

with positive root $\lambda=\sqrt{\omega_b^2+\gamma^2/4}-\gamma/2$. Starting from $x=0$, the quantity $z(t)e^{-\lambda t}$ tends to $v$ plus a Gaussian variable of variance

$$\sigma^2=\frac{2\gamma kT}{m}\int_0^\infty e^{-2\lambda t}dt=\frac{\gamma kT}{m\lambda}.$$

Its sign decides the side on which the path ends, so $h_{\rm in}-h_{\rm out}=\operatorname{erf}(v/\sqrt2\sigma)$. The flux-weighted speed density is $(v/v_T^2)e^{-v^2/2v_T^2}$ with $v_T^2=kT/m$. Integrating by parts,

$$\kappa=\int_0^\infty\!\frac{2}{\sqrt{2\pi}\,\sigma}\,e^{-v^2/2\sigma^2-v^2/2v_T^2}dv=\frac1{\sqrt{1+\sigma^2/v_T^2}}=\sqrt{\frac{\lambda}{\lambda+\gamma}}=\frac{\lambda}{\omega_b},\tag{9}$$

where the last step uses $\lambda(\lambda+\gamma)=\omega_b^2$. This is Kramers' factor. It assumes that a path which leaves the barrier is captured in the well it enters. It tends to 1 for weak friction and to $\omega_b/\gamma$ for strong friction. At fixed mass the flux (3) does not change with $\gamma$. In the limit of Brownian paths without a finite velocity, $m\to0$ at fixed $m\gamma$, the one-way flux diverges as $m^{-1/2}$ and the bound says nothing.

## A tilted surface at a saddle

A Hamiltonian example shows how the choice of surface matters. In mass-weighted coordinates let the potential be $\tfrac12(\Omega^2q_s^2-\omega_b^2q_u^2)$, with reactants at $q_u\to-\infty$ and products at $q_u\to+\infty$. Take a straight surface through the saddle with normal $(\cos\theta,\sin\theta)$ in the $(q_u,q_s)$ plane. Its points are $q_u=-\ell\sin\theta$, $q_s=\ell\cos\theta$, and the potential along it is $\tfrac12K\ell^2$ with

$$K=\Omega^2\cos^2\theta-\omega_b^2\sin^2\theta .$$

With $\rho_0$ the configurational density at the saddle, (3) at unit mass gives

$$F(\theta)=\rho_0\sqrt{\frac{kT}{2\pi}}\int_{-\infty}^{\infty}e^{-K\ell^2/2kT}d\ell=\frac{\rho_0kT}{\sqrt K}.\tag{10}$$

It is finite only for $K>0$, that is $|\tan\theta|<\Omega/\omega_b$.

The unstable motion from a crossing at $t=0$ is

$$q_u(t)=\tfrac12\Big(q_u+\frac{p_u}{\omega_b}\Big)e^{\omega_bt}+\tfrac12\Big(q_u-\frac{p_u}{\omega_b}\Big)e^{-\omega_bt}.$$

The path runs from reactants to products if the first bracket is positive and the second negative, that is if $p_u>\omega_b|q_u|$. Now count its crossings with sign. The normal velocity is $p_u\cos\theta+p_s\sin\theta$, and the $p_s$ term averages to zero because the condition does not involve $p_s$. The $p_u$ term needs

$$\int_{\omega_b|q_u|}^\infty\frac{p_u\,e^{-p_u^2/2kT}}{\sqrt{2\pi kT}}dp_u=\sqrt{\frac{kT}{2\pi}}\,e^{-\omega_b^2\ell^2\sin^2\theta/2kT}.$$

The exponents combine through $K+\omega_b^2\sin^2\theta=\Omega^2\cos^2\theta$, so

$$J=\rho_0\cos\theta\sqrt{\frac{kT}{2\pi}}\int_{-\infty}^\infty e^{-\Omega^2\cos^2\theta\,\ell^2/2kT}d\ell=\frac{\rho_0kT}{\Omega}.\tag{11}$$

The true flux does not depend on the tilt, whereas $F(\theta)\ge F(0)=J$.

For $\Omega=\omega_b$ and $\theta=35^\circ$, (10) gives $F(\theta)/F(0)=1/\sqrt{\cos70^\circ}=1.71$. The ratio $J/F$ can also be found by following sampled crossings forwards and backwards in time. A reactive path with $n_+$ outward crossings appears $n_+$ times in the flux, so each appearance gets weight $1/n_+$. With 10,000 samples this gives $J/F=0.589\pm0.005$, against 0.585 from (10) and (11); errors here and below are one standard error. The share of crossings on reactive paths is 0.611. Thus about 39% of the flux lies on unreactive paths, and repeated counting of reactive ones accounts for only about 2%.

## A silicon adatom on a row

Let $V(x)=E_b\sin^2(\pi x/a)$, with $E_b=0.60$ eV, $a=0.384$ nm, $m=28.09$ u, $T=800$ K and $\gamma=1$ ps$^{-1}$. Then $kT=0.0689$ eV and $E_b/kT=8.70$. The curvature at the well bottom is $2\pi^2E_b/a^2$, and at the top it is the negative of this, so both frequencies are $\omega=(\pi/a)\sqrt{2E_b/m}=16.6$ rad/ps.

The core of each site is the part of its well where kinetic plus potential energy is below $E_b/2$. The home region is $|x|<s$. On a ring of $N$ sites, symmetry gives $P_A=1/N$. The density is $\rho(x)=e^{-V/kT}/(NZ)$ with $Z=\int_{-a/2}^{a/2}e^{-V/kT}dx$. The two boundary points give, from (3) and (6),

$$k_{\rm TST}(s)=\frac2Z\sqrt{\frac{kT}{2\pi m}}\;e^{-V(s)/kT}.\tag{12}$$

This is smallest at the barrier top, $s=a/2$. For $E_b\gg kT$ the well is nearly harmonic, $Z\approx a\sqrt{kT/\pi E_b}$, and (12) becomes

$$k_{\rm TST}\approx\frac2a\sqrt{\frac{E_b}{2m}}\,e^{-E_b/kT}=2\,\frac{\omega}{2\pi}\,e^{-E_b/kT}.\tag{13}$$

The numbers are $5.29\ {\rm ps}^{-1}\times1.66\times10^{-4}=0.88$ ns$^{-1}$. The full integral $Z$ lowers this to 0.849 ns$^{-1}$.

The true rate follows from (7). For each surface, 20,000 pairs of Langevin paths were started inwards and outwards with flux-weighted speeds and integrated in steps of 5 fs until they reached a core.

| $s/a$ | $k_{\rm TST}$ (ns$^{-1}$) | $\kappa$ | $k$ (ns$^{-1}$) |
|---|---|---|---|
| 0.50 | 0.849 | 0.593 | 0.504 ± 0.003 |
| 0.55 | 1.050 | 0.472 | 0.496 ± 0.004 |
| 0.60 | 1.949 | 0.255 | 0.498 ± 0.007 |

The bound varies by a factor of 2.3, while $k$ stays the same within the sampling error. Even the best position surface overestimates the rate by $1/0.593=1.69$. The mean dwell time is 1.99 ns, not 1.18 ns.

A direct count avoids both (7) and (12). At 1200 K, 4000 equilibrium walkers followed for 80 ps hopped between cores at $6.9\pm0.2$ ns$^{-1}$ per walker; (7) gives $7.17\pm0.06$ ns$^{-1}$. They crossed the surfaces at $s=0.5a$ and $0.6a$ at $14.6\pm0.4$ and $25.5\pm0.5$ ns$^{-1}$, against 15.1 and 26.3 ns$^{-1}$ from (12).

At 800 K and $s=a/2$, the outward flux divides as follows: 59% first crossings of escapes, 1.7% repeated crossings in escapes, 2.9% failed excursions, and 36% paths whose last core was another site. The excess is therefore mostly adatoms passing through the home cell without settling. Weak friction accounts for this. An adatom that traverses a cell at energy close to $E_b$ loses to friction, at leading order in $\gamma$,

$$\Delta E=\gamma\int_{-a/2}^{a/2}\!mv\,dx=\gamma\sqrt{2mE_b}\int_{-a/2}^{a/2}\!\cos\frac{\pi x}a\,dx=\frac{2a\gamma}{\pi}\sqrt{2mE_b}=\frac{4\gamma E_b}{\omega}.\tag{14}$$

Here this is $2.1\,kT$, and the random force returns a few tenths of $kT$ on average. The mean net loss, about $1.8\,kT$, has a random spread of the same size, and a flux-weighted crossing starts on average $kT$ above the barrier. About 29% of the adatoms entering a cell therefore clear the far barrier at once. The position of the core edge, $4.35\,kT$ below the top, matters little for this. With all else fixed, $\kappa$ is 0.40, 0.59 and 0.77 for $\gamma=0.5$, 1 and 2 ps$^{-1}$. At 20 ps$^{-1}$ it is down to $0.560\pm0.004$, close to the 0.565 of (9): capture is then quick, and recrossing at the top limits the rate. For weak friction (9) fails, since it would give $\kappa$ near 1.

The weak friction also affects how hops are used. In the model at 800 K and 1 ps$^{-1}$, 29% of escapes end beyond the neighbouring site. The mean squared hop length is then at least $(0.71+4\times0.29)a^2=1.87a^2$. If successive hops are independent, the diffusion coefficient is proportional to the rate times this length squared, and is at least $0.593\times1.87=1.11$ times the value from $k_{\rm TST}$ with nearest-neighbour hops. Solving the Fokker–Planck equation of the model gives a mean squared hop length of $3.1a^2$ and a ratio of 1.8. At this friction the hop rate is overestimated, yet diffusion is underestimated. This holds only for weak friction: the ratio is 1.25, 1.06, 0.90 and 0.56 at $\gamma=2$, 3, 5 and 20 ps$^{-1}$.

The parameters are rough values for a silicon adatom on a clean Si(001) dimer row during epitaxy; hydrogen left by a vapour precursor would change the barrier. A barrier error of 0.05 eV changes $k$ by a factor of about 2, more than the factor of 1.69 between $k_{\rm TST}$ and $k$. The friction is also poorly known, possibly by more than a factor of two. Halving or doubling it moves $k$ by about $-33\%$ or $+29\%$, and at 5 ps$^{-1}$ $\kappa$ is 0.84 with only 2% of escapes ending beyond the neighbouring site. The model therefore does not show that long hops occur on the real surface. Placing the core edge at $E_b/4$ lowers $\kappa$ from 0.593 by about 0.01. The shift is systematic, because some paths leave again from the core edge before they thermalise. The long-time hop rate of the model, which does not depend on cores, is $0.584\,k_{\rm TST}$ at 800 K, and 6.87 against 7.17 ns$^{-1}$ at 1200 K. The harmonic quantum correction to well and barrier is 0.2%. For a rough barrier of 1.0 eV across the rows, the Boltzmann factor relative to hops along the row is 0.3%. A real surface also departs from the assumption of one fixed potential with constant friction: substrate atoms relax as the adatom moves, and these estimates do not size that effect. The inequality (5) would survive it, provided the substrate atoms are included in a classical equilibrium phase space.
